# Fourth and sixth momentum moments of hydrogenic bound states, part 1

(Sections cited here and not found follow in the second part.)

Hartree atomic units are used. One electron moves in the field of a point nucleus of charge $Z$ and infinite mass, $H=\tfrac12p^2-Z/r$. A bound state is $\psi=R(r)Y_{lm}(\hat{\mathbf r})$ with $R$ real, $u=rR$ and $\int_0^\infty u^2dr=1$. Its momentum amplitude is $\phi(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\psi\,d^3r$, and the moments are defined by the momentum distribution, $\langle p^k\rangle=\int p^k|\phi|^2d^3p$, with $k\ge0$. The subscript "pt" (pointwise) marks a derivative taken by ordinary calculus at $r>0$. The distributional Laplacian of $f$ is defined by $\int\chi\,\nabla^2f\,d^3r\equiv\int f\,\nabla^2\chi\,d^3r$ for all smooth $\chi$ that fall off rapidly; its Fourier transform is $-p^2$ times that of $f$.

## (a) The radial solution and two mean values

Solve the radial equation for real $l>-\tfrac12$, find the first two terms of $R$ at small $r$, and find $\langle1/r\rangle$ and $\langle1/r^2\rangle$.

**Solution.** With $E=-\kappa^2/2$ the radial equation is $u''=[l(l+1)/r^2-2Z/r+\kappa^2]u$. Put $u=e^{-\kappa r}\sum_jb_jr^{l+1+j}$. Each term has

$$\left(r^{l+1+j}e^{-\kappa r}\right)''=\left[(l+j+1)(l+j)r^{l+j-1}-2\kappa(l+j+1)r^{l+j}+\kappa^2r^{l+j+1}\right]e^{-\kappa r}.$$

The $\kappa^2$ terms cancel against the right side. The coefficient of $r^{l+j}$, with $(l+j+2)(l+j+1)-l(l+1)=(j+1)(2l+j+2)$, gives

$$(j+1)(2l+j+2)\,b_{j+1}=2\left[\kappa(l+j+1)-Z\right]b_j.$$

If the series does not stop, $b_{j+1}/b_j\to2\kappa/j$ at large $j$, the sum grows like $e^{2\kappa r}$ up to a power of $r$, and $u$ grows like $e^{\kappa r}$, so a bound state needs a finite series. The series stops at $j=n_r$ when $\kappa=Z/n$ with $n=n_r+l+1$, so $E=-Z^2/2n^2$. Nothing here needs integer $l$. For $j=0$ the recursion gives $b_1=b_0[\kappa-Z/(l+1)]$, and multiplying by $e^{-\kappa r}=1-\kappa r+\dots$,

$$R=b_0r^l\left[1-\frac{Zr}{l+1}+O(r^2)\right],\qquad b_0\neq0.\tag{1}$$

Let $W=l(l+1)/2r^2-Z/r$, and let a dot denote the derivative with respect to $Z$ or $l$ at fixed $n_r$. Differentiating $-\tfrac12u''+(W-E)u=0$ gives $-\tfrac12\dot u''+(W-E)\dot u+(\dot W-\dot E)u=0$. Multiply this by $u$, subtract $\dot u$ times the original equation, and integrate from $\epsilon$ to $\infty$, using $u\dot u''-\dot uu''=(u\dot u'-\dot uu')'$:

$$\int_\epsilon^\infty(\dot W-\dot E)u^2dr=\tfrac12\left[u\dot u'-\dot uu'\right]_\epsilon^\infty .$$

The upper limit vanishes exponentially. At the lower limit the bracket is $u^2(\dot u/u)'$. For the $l$ derivative $\dot u/u=\ln r+{}$a function smooth at $r=0$, so the bracket is of order $\epsilon^{2l+1}$; for the $Z$ derivative there is no logarithm and it is of order $\epsilon^{2l+2}$. Both vanish as $\epsilon\to0$, also at $l=0$, and $\dot E=\langle\dot W\rangle$, the Hellmann–Feynman relation. For $Z$ it reads $-Z/n^2=-\langle1/r\rangle$. For $l$, since $\partial n/\partial l=1$, it reads $Z^2/n^3=\tfrac12(2l+1)\langle1/r^2\rangle$. Hence

$$\left\langle\frac1r\right\rangle=\frac{Z}{n^2},\qquad\left\langle\frac1{r^2}\right\rangle=\frac{2Z^2}{n^3(2l+1)}.\tag{2}$$

The program tests (2) by exact integration at integer $l$ and by quadrature at two non-integer values. From here on $l$ is an integer.

## (b) The mean of $p^4$

Show that $p^2\psi$ is an ordinary square-integrable function and find $\langle p^4\rangle$.

**Solution.** Apply Green's second identity to the region $r>\epsilon$. The outward normal on the small sphere is $-\hat{\mathbf r}$, so for functions that decay at infinity

$$\int_{r>\epsilon}\left(f\nabla^2\chi-\chi\nabla^2f\right)d^3r=\epsilon^2\oint\left(\chi\,\partial_rf-f\,\partial_r\chi\right)d\Omega.\tag{3}$$

Take $f=\psi$. By (1), $\psi$ and $\partial_r\psi$ are bounded, so the right side is $O(\epsilon^2)$ and the distributional Laplacian of $\psi$ equals the pointwise one. The Schrödinger equation then gives

$$g\equiv p^2\psi=-\nabla^2\psi=\gamma(r)Y_{lm},\qquad\gamma=2\left(E+\frac Zr\right)R.$$

Near the origin $\gamma^2r^2\sim r^{2l}$, so $g$ is square-integrable for every $l$. Its transform is $p^2\phi$, and Plancherel's theorem gives

$$\langle p^4\rangle=\int|p^2\phi|^2d^3p=\int_0^\infty\gamma^2r^2dr=4E^2+8EZ\left\langle\frac1r\right\rangle+4Z^2\left\langle\frac1{r^2}\right\rangle.\tag{4}$$

By (2) the three terms are $Z^4/n^4$, $-4Z^4/n^4$ and $8Z^4/[n^3(2l+1)]$, so that

$$\langle p^4\rangle=\frac{Z^4}{n^4}\left(\frac{8n}{2l+1}-3\right).\tag{5}$$

This holds for all $n$ and $l$, s states included. Since $\langle p^2\rangle=2E+2Z\langle1/r\rangle=Z^2/n^2$, the variance of $p^2$ is $(Z/n)^4[8n/(2l+1)-4]$. At fixed $n$ it is smallest for $l=n-1$, where the bracket is $4/(2n-1)$: it is positive, as a variance must be, and tends to zero for large circular orbits, on which the classical speed is constant. It is largest for $l=0$, where the electron reaches the nucleus.

## (c) $p^4$ acting to the right

For the 1s state compute $\int\psi^*(\nabla^4\psi)_{\rm pt}\,d^3r$ and compare with (5). Then find the distribution $p^4\psi$ for any bound state and account for the comparison.

**Solution.** For a spherical function $\nabla^2f=(rf)''/r$ at $r>0$. This gives $\nabla^2e^{-Zr}=(Z^2-2Z/r)e^{-Zr}$ and $\nabla^2(e^{-Zr}/r)_{\rm pt}=Z^2e^{-Zr}/r$. Applying $\nabla^2$ to the first expression,

$$(\nabla^4e^{-Zr})_{\rm pt}=\left[Z^2\left(Z^2-\frac{2Z}r\right)-\frac{2Z^3}r\right]e^{-Zr}=\left(Z^4-\frac{4Z^3}r\right)e^{-Zr}.\tag{6}$$

With $\langle1/r\rangle=Z$ the integral is $-3Z^4$. Equation (5) gives $5Z^4$, and a negative number cannot be the mean of $p^4$.

The distribution $p^4\psi$ is $-\nabla^2g$. For $l=0$, (1) gives

$$\gamma=R(0)\left[\frac{2Z}r+2(E-Z^2)+O(r)\right],\qquad\gamma'=-\frac{2ZR(0)}{r^2}+O(1).\tag{7}$$

Put $f=g$ in (3), with $\psi(0)=R(0)Y_{00}=R(0)/\sqrt{4\pi}$. The term $\epsilon^2g\,\partial_r\chi$ is $O(\epsilon)$, but $\epsilon^2\oint\chi\,\partial_rg\,d\Omega\to-2Z\psi(0)\cdot4\pi\chi(0)$. The pointwise Laplacian $(r\gamma)''/r$ is $O(1/r)$, because $r\gamma=2(Er+Z)R$ is smooth, and so it is integrable. Therefore $\int g\nabla^2\chi=\int\chi(\nabla^2g)_{\rm pt}-8\pi Z\psi(0)\chi(0)$, and changing the sign,

$$p^4\psi=(\nabla^4\psi)_{\rm pt}+8\pi Z\,\psi(0)\,\delta^3(\mathbf r).\tag{8}$$

This is $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$ applied to the term $2Z\psi(0)/r$ of $g$. For $l\ge1$, $\gamma\sim r^{l-1}$ and $\gamma'$ are both bounded, the surface terms are $O(\epsilon^2)$, and the pointwise Laplacian is at worst $r^{-2}$ (for $l=1$), which is integrable in three dimensions. No delta term arises, in agreement with (8) at $\psi(0)=0$. The program tests (8) by quadrature, with $\chi=r^le^{-br^2}Y_{lm}$ as the probe.

The function $\psi$ has a cusp and is not an allowed $\chi$, so the use of (8) inside $\langle\psi|p^4\psi\rangle$ needs its own argument. Apply (3) with $f=\psi^*$ and $\chi=g$, use $-\nabla^2\psi^*=g^*$, and do the angular integrals:

$$\int_{r>\epsilon}\psi^*(\nabla^4\psi)_{\rm pt}\,d^3r=\int_\epsilon^\infty\gamma^2r^2dr+\epsilon^2\left(R\gamma'-\gamma R'\right)_{r=\epsilon}.$$

For $l\ge1$ the surface term is at most of order $\epsilon^2\epsilon^l\epsilon^{l-2}=\epsilon^{2l}$. For $l=0$, (7) gives $\epsilon^2R\gamma'\to-2ZR(0)^2=-8\pi Z|\psi(0)|^2$ and $\epsilon^2\gamma R'=O(\epsilon)$. Thus

$$\langle p^4\rangle=\int\psi^*(\nabla^4\psi)_{\rm pt}\,d^3r+8\pi Z|\psi(0)|^2,$$

which is what (8) gives when the delta function picks out $\psi^*(0)$.

It remains to find $|\psi(0)|^2$. For $l=0$ multiply $u''=2(V-E)u$, $V=-Z/r$, by $u'$ and integrate. The left side is $\tfrac12[u'^2]_0^\infty=-\tfrac12u'(0)^2$. The right side is $\int(V-E)(u^2)'dr=-\int V'u^2dr=-Z\langle1/r^2\rangle$, where the boundary term vanishes because $Vu^2=O(r)$. With $u'(0)=R(0)$ and (2),

$$R(0)^2=2Z\left\langle\frac1{r^2}\right\rangle=\frac{4Z^3}{n^3},\qquad|\psi(0)|^2=\frac{Z^3}{\pi n^3}.\tag{9}$$

The delta term is $8\pi Z|\psi(0)|^2=4Z^2\langle1/r^2\rangle=8Z^4/n^3$. It equals the third term of (4), so the pointwise integral of any s state is the sum of the first two, $-3Z^4/n^4$. A delta function is not square-integrable: $p^4$ does not map an s state into the Hilbert space, and $\langle p^4\rangle$ exists as the quadratic form $\|p^2\psi\|^2$. In other words, an s state is in the form domain of $p^4$ but not in its operator domain. The same is true of a p state, for another reason: there is no delta term, but the pointwise part is of order $r^{-2}$ near the origin and is not square-integrable.

## (d) The momentum tail

Find the momentum amplitude at large $p$, decide which moments $\langle p^k\rangle$ exist, and find how $\int_0^Pp^6w\,dp$ behaves at large $P$ for s states, where $w$ is the radial momentum density.

**Solution.** The plane-wave expansion $e^{-i\mathbf p\cdot\mathbf r}=4\pi\sum_{lm}(-i)^lj_l(pr)Y_{lm}(\hat{\mathbf p})Y^*_{lm}(\hat{\mathbf r})$ and $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$ give

$$\phi=(-i)^lF(p)Y_{lm}(\hat{\mathbf p}),\qquad F=\sqrt{\frac2\pi}\int_0^\infty R\,j_l(pr)\,r^2dr,\qquad w=F^2p^2.$$

The basic integral is

$$I_l(a)=\int_0^\infty r^{l+1}e^{-ar}j_l(pr)\,dr=\frac{2^l\,l!\,p^l}{(a^2+p^2)^{l+1}}.$$

For $l=0$ it is $p^{-1}\int e^{-ar}\sin pr\,dr=1/(a^2+p^2)$. Rayleigh's formula for $j_l$ is equivalent to $j_{l+1}(x)=-x^l\,\frac{d}{dx}[x^{-l}j_l(x)]$, which gives $\partial_p[p^{-l}j_l(pr)]=-r\,p^{-l}j_{l+1}(pr)$. Hence $I_{l+1}=-p^l\partial_p(p^{-l}I_l)=2^ll!\,p^l\cdot2(l+1)p/(a^2+p^2)^{l+2}$, which is the formula for $l+1$.

The term $b_jr^{l+j}e^{-\kappa r}$ of $R$, times $r^2$, carries $r^{l+1}r^{j+1}$, and each extra power of $r$ is produced by $-\partial_a$:

$$F=\sqrt{\frac2\pi}\sum_{j=0}^{n_r}b_j\left(-\partial_a\right)^{j+1}I_l(a)\Big|_{a=\kappa}.$$

For $p>a$, $(a^2+p^2)^{-l-1}=p^{-2l-2}-(l+1)a^2p^{-2l-4}+O(a^4p^{-2l-6})$. The first term is removed by any derivative. On the second, $-\partial_a$ gives $2(l+1)\kappa\,p^{-2l-4}$, $\partial_a^2$ gives $-2(l+1)p^{-2l-4}$, and higher derivatives give zero. The coefficient of $p^{-2l-4}$ is $2(l+1)(\kappa b_0-b_1)=2Zb_0$ by part (a), so

$$F=\sqrt{\frac2\pi}\;2^{l+1}\,l!\,Zb_0\;p^{-l-4}\left[1+O(p^{-2})\right].\tag{10}$$

The tail is fixed by $b_1-\kappa b_0$, the coefficient of the cusp term in (1). Since $b_0\ne0$, $w\propto p^{-2l-6}$ at large $p$, while $F$ is bounded at small $p$. The integral $\int p^kw\,dp$ converges if and only if $k-2l-6<-1$, that is $k<2l+5$. The fourth moment exists for all $l$ and the sixth for $l\ge1$ only.

For $l=0$, $b_0^2=R(0)^2=4Z^3/n^3$, and

$$w=\frac{A}{p^6}\left[1+O(p^{-2})\right],\quad A=\frac2\pi\cdot4Z^2\cdot\frac{4Z^3}{n^3}=\frac{32Z^5}{\pi n^3},\qquad\int_0^Pp^6w\,dp=AP+O(1).$$

The sixth moment of every s state diverges linearly. The same tail contains the delta term: $p^4\phi=p^4F/\sqrt{4\pi}\to\sqrt{2/\pi}\;2Z\psi(0)$, which is the constant transform $8\pi Z\psi(0)/(2\pi)^{3/2}$ of the last term of (8).

For 1s only $j=0$ occurs, with $b_0=2Z^{3/2}$ and $\kappa=Z$, so $F=\sqrt{2/\pi}\,4Z^{5/2}/(Z^2+p^2)^2$ and $w=Ap^2/(Z^2+p^2)^4$. With $x=p/Z$, $X=P/Z$, $y=1+x^2$, the integral is $AZ\int_0^X(x^8/y^4)\,dx$, and $x^8=(y-1)^4$ gives $x^8/y^4-1=-4/y+6/y^2-4/y^3+1/y^4$. The substitution $x=\tan\theta$ turns $\int_0^\infty y^{-m}dx$ into $\int_0^{\pi/2}\cos^{2m-2}\theta\,d\theta$, which partial integration lowers by the factor $(2m-1)/2m$ from $m$ to $m+1$: the values are $\pi/2$, $\pi/4$, $3\pi/16$, $5\pi/32$. Their combination is $(-64+48-24+5)\pi/32=-35\pi/32$. The part beyond $X$, where $x^8/y^4-1=-4x^{-2}+10x^{-4}-\dots$, must be subtracted:

$$\int_0^Pp^6w\,dp=AZ\left[X-\frac{35\pi}{32}+\frac4X-\frac{10}{3X^3}+\dots\right]=\frac{32Z^5P}\pi-35Z^6+\frac{128Z^7}{\pi P}-\dots\tag{11}$$

The constant $-35Z^6$ equals $\int_0^\infty(p^6w-A)\,dp$. It is not a value of $\langle p^6\rangle$, and a shift of the cut-off by a multiple of $Z$ changes it.

## (e) The sixth moment in position space

Express $\langle p^6\rangle$ through $g$, recover the behaviour of s states, evaluate the 2p state, and compute $-\int\psi^*(\nabla^6\psi)_{\rm pt}\,d^3r$ for 1s.

Parts (a)–(d) have found $\langle p^4\rangle$ for every bound state, identified the delta term in $p^4\psi$ for s states, and shown from the momentum tail that $\langle p^6\rangle$ exists only for $l\ge1$. What remains is to solve part (e) in position space, to find what the divergence means for the relativistic kinetic energy, and to evaluate the results for Li²⁺.
